Becke weight derivatives and the net force from a frozen grid, part 1

(Sections cited here and not found follow in the second part.)

## First half: the fuzzy cells and their derivatives

Move a molecule rigidly through empty space and its energy does not change. A computed gradient can nevertheless predict that it does. In the three-centre model treated below, a shift by 1 bohr leaves the computed energy unchanged to rounding, while a gradient that ignores the motion of the integration grid predicts a change of −0.00045 hartree. The forces on the nuclei then do not add up to zero. A geometry search is given slopes that do not belong to the energy it is lowering, and in a trajectory the molecule accelerates without an external force.

The fault lies in differentiating an integral when the computed quantity is a finite sum. The points and weights of that sum depend on the nuclear positions, and they must be differentiated too.

**Setting.** Let there be M ≥ 2 nuclei at positions R_A, all different, and let R denote the whole set. Hartree atomic units are used. The integral wanted is

I(R) = ∫ f(r; R) d³r,

where f may be, for example, an exchange energy density. It varies rapidly near every nucleus, so no single simple grid suits it. One therefore chooses functions w_A(r; R) that add up to one at every r, and writes

I = Σ_A ∫ w_A f d³r.

If w_A is one near nucleus A and vanishes at the other nuclei, each term has its rapid variation near one nucleus and suits a spherical grid centred there. The points of that grid are

r_Ai = R_A + s_i,

with bare quadrature weights ω_i. The offsets s_i and the ω_i are constants; in particular, the grid keeps its orientation in space when the molecule turns. The computed integral is

E_Q(R) = Σ_A Σ_i ω_i w_A(r_Ai; R) f(r_Ai; R).   (1)

**Lemma 1 (the switching function).** For a pair A, B let r_A = |r − R_A|, r_B = |r − R_B|, R_AB = |R_A − R_B| and

μ_AB = (r_A − r_B)/R_AB.

Then −1 ≤ μ_AB ≤ 1. The odd polynomial p of lowest degree with p(1) = 1 and p′(1) = 0 is

p(x) = (3x − x³)/2.

*Proof.* The triangle inequality gives |r_A − r_B| ≤ R_AB, hence the bounds. An odd polynomial of degree one with p(1) = 1 is p = x, whose slope at 1 is not zero. At degree three put p = αx + βx³. The conditions are

α + β = 1 and α + 3β = 0.

Subtracting the first from the second gives 2β = −1, so β = −1/2 and α = 3/2. ∎

The coordinate μ_AB is −1 at nucleus A, 0 on the plane halfway between the nuclei, and +1 at nucleus B. The function (1 − p(μ_AB))/2 thus falls from one at A to zero at B. The zero slope at the ends matters because r_A and r_B have kinks at their nuclei, which a flat switching function suppresses.

Since p′(x) = (3/2)(1 − x²) ≥ 0 on [−1, 1], p maps this interval onto itself and can be repeated. Becke's choice is three repetitions. More would make the cells sharper and harder to integrate over; fewer would let each cell reach further towards its neighbours. The number three is a practical compromise and is not derived here. With an argument ν, which for equal atoms is μ_AB, define

p₁ = p(ν), p₂ = p(p₁), p₃ = p(p₂), s(ν) = (1 − p₃)/2.   (2)

Because p₃ is odd, s(ν) + s(−ν) = 1. The chain rule gives a factor 3/2 from each repetition, so

ds/dν = −(1/2)(3/2)³(1 − p₂²)(1 − p₁²)(1 − ν²)
= −(27/16)(1 − p₂²)(1 − p₁²)(1 − ν²).   (3)

To see how flat s is at its end, put ν = 1 − x with small x:

1 − p(1 − x) = 1 − [3 − 3x − (1 − 3x + 3x² − x³)]/2
= (3/2)x² − x³/2.

One repetition thus turns a distance x from the end into (3/2)x² at leading order. The second gives (3/2)(3/2)²x⁴ = (3/2)³x⁴, and the third (3/2)(3/2)⁶x⁸ = (3/2)⁷x⁸. Therefore

s(1 − x) ≈ (1/2)(3/2)⁷x⁸ = (2187/256)x⁸.

**Lemma 2 (atoms of unequal size).** Give the atoms constant sizes ρ_A > 0 and let

u = (ρ_A − ρ_B)/(ρ_A + ρ_B), a = u/(u² − 1),
ν_AB = μ_AB + a(1 − μ_AB²).   (4)

Then ν = ±1 at μ = ±1, and on the line between the nuclei ν = 0 where r_A/r_B = ρ_A/ρ_B. The map from μ to ν is monotonic on [−1, 1] if and only if |a| ≤ 1/2.

*Proof.* The added term vanishes at μ = ±1. Between the nuclei r_A + r_B = R_AB. If also r_A/r_B = ρ_A/ρ_B, then

r_A = R_AB ρ_A/(ρ_A + ρ_B), r_B = R_AB ρ_B/(ρ_A + ρ_B),

and so μ_AB = u. Setting ν(u) = u + a(1 − u²) = 0 gives a = −u/(1 − u²), which is the a in (4). Finally dν/dμ = 1 − 2aμ, whose least value on the interval is 1 − 2|a|. ∎

Exchanging A and B reverses the signs of μ, u and a, hence of ν. So ν_BA = −ν_AB, and the two pair functions still add to one. The condition |a| ≤ 1/2 means |u|/(1 − u²) ≤ 1/2, or u² + 2|u| − 1 ≤ 0, or |u| ≤ √2 − 1. The larger size may thus be at most (1 + |u|)/(1 − |u|) = √2/(2 − √2) = 1 + √2 times the smaller. For a larger ratio a is set to ±1/2; the map stays monotonic, but the boundary no longer lies at the ratio of the sizes.

**Definition (Becke weights).** With s_AB = s(ν_AB),

P_A = Π_{B≠A} s_AB, Z = Σ_D P_D, w_A = P_A/Z.   (5)

The division is safe. If A is a nucleus nearest to r, then μ_AB ≤ 0 for every B. As μ_AB < 1 implies ν_AB < 1, every factor s_AB is positive, and so is Z. At nucleus A itself every s_AB is one, while each other P_B contains the factor s_BA = 0; hence w_A = 1 there. The weights add to one by construction. For two atoms Z = 1, and Lemma 2 places the surface w_A = w_B. With more atoms the other factors in P_A and P_B shift that surface.

**Lemma 3 (derivatives of the cell coordinate).** Let ∂_C be the gradient with respect to R_C at fixed r, and ∇ the gradient with respect to r. With the unit vectors

e_A = (r − R_A)/r_A, n_AB = (R_A − R_B)/R_AB,

one has

∂_A μ_AB = −(e_A + μ_AB n_AB)/R_AB,
∂_B μ_AB = (e_B + μ_AB n_AB)/R_AB,
∇μ_AB = (e_A − e_B)/R_AB,   (6)

and ∂_C μ_AB = 0 for any third nucleus C.

*Proof.* Differentiating r_A² = (r − R_A)·(r − R_A) gives 2r_A ∂_A r_A = −2(r − R_A), so ∂_A r_A = −e_A. In the same way ∇r_A = e_A, ∂_A R_AB = n_AB and ∂_B R_AB = −n_AB. The quotient rule then gives

∂_A μ_AB = −e_A/R_AB − (r_A − r_B)n_AB/R_AB²,
∂_B μ_AB = −(−e_B)/R_AB + (r_A − r_B)n_AB/R_AB².

Replacing (r_A − r_B)/R_AB by μ_AB gives the first two results. The third has no contribution from R_AB. ∎

**Lemma 4 (derivatives of the weights).** Let g_AB = ds_AB/dμ_AB. From (3) and (4),

g_AB = −(27/16)(1 − p₂²)(1 − p₁²)(1 − ν_AB²)(1 − 2aμ_AB).

Then

∂_C P_A = Σ_{B≠A} [Π_{D≠A,B} s_AD] g_AB ∂_C μ_AB,   (7)
∂_C w_A = (∂_C P_A − w_A Σ_D ∂_C P_D)/Z,   (8)
Σ_A ∂_C w_A = 0.   (9)

*Proof.* Equation (7) is the product rule. If C = A, every B contributes; if C ≠ A, only B = C does. The quotient rule gives ∂_C w_A = ∂_C P_A/Z − P_A ∂_C Z/Z², and P_A/Z = w_A turns this into (8). Summing (8) over A and using Σ_A w_A = 1 gives (∂_C Z − ∂_C Z)/Z = 0. ∎

One could instead differentiate ln P_A, but that divides by s_AB, which vanishes at nucleus B. Equation (7) contains no such division.

The unit vector e_A has no limit at nucleus A. This does no harm: near A, r_B ≥ R_AB − r_A gives 1 + μ_AB ≤ 2r_A/R_AB, so s_AB differs from one by at most a term of order r_A⁸. The factor multiplying e_A vanishes there.

**Lemma 5 (translation).** The weights obey

∇w_A = −Σ_C ∂_C w_A.   (10)

For a point carried by nucleus A, let D_C denote the total derivative with respect to R_C. Then

D_C w_A = ∂_C w_A + δ_AC ∇w_A, Σ_C D_C w_A = 0.   (11)

*Proof.* The weights depend only on distances, so w_A(r + d; R + d) = w_A(r; R), where d is added to every position. The derivative with respect to d at d = 0 is ∇w_A + Σ_C ∂_C w_A = 0. The carried point is R_A + s_i, which moves when C = A and not otherwise; this gives the first part of (11). Summing it over C gives Σ_C ∂_C w_A + ∇w_A = 0. ∎

**A point worked through.** Take nuclei 1, 2 and 3 at (0, 0, 0), (1.6, 0.4, 0.2) and (0.3, 1.5, −0.6) bohr, with sizes 1.00, 1.25 and 1.50 bohr, and the point r = (0.8, 0.5, 0) bohr. The distances to the nuclei are

r₁ = √0.89 = 0.9434, r₂ = √0.69 = 0.8307, r₃ = √1.61 = 1.2689,

and those between them are R₁₂ = √2.76 = 1.6613, R₁₃ = √2.70 = 1.6432 and R₂₃ = √3.54 = 1.8815. Equations (2) and (4) give, pair by pair,

12: μ = 0.0679, a = 0.1125, ν = 0.1798, s₁₂ = 0.2218
13: μ = −0.1981, a = 0.2083, ν = 0.0021, s₁₃ = 0.4965
23: μ = −0.2329, a = 0.0917, ν = −0.1462, s₂₃ = 0.7328

The reversed functions are s₂₁ = 0.7782, s₃₁ = 0.5035 and s₃₂ = 0.2672. Hence, with the products formed before the factors are rounded,

P₁ = 0.2218 × 0.4965 = 0.1101,
P₂ = 0.7782 × 0.7328 = 0.5702,
P₃ = 0.5035 × 0.2672 = 0.1346,

with Z = 0.8149, rounded after summing. The weights are 0.135, 0.700 and 0.165. Nucleus 3 has a larger weight than nucleus 1 although it is farther away. The size shift has moved this point from the side of nucleus 1 almost exactly onto the boundary of the pair 13, and nucleus 3 competes slightly better against nucleus 2.

At this point the x components of ∂₁w₁, ∂₂w₁ and ∂₃w₁ are 0.6615, 0.5480 and −0.1255 bohr⁻¹. Their sum is 1.0840, and by (10) the x component of ∇w₁ is −1.0840 bohr⁻¹. Both kinds of derivative were tested at 200 other points by displacing the nuclei and the points; the largest deviation was 7 × 10⁻¹¹ bohr⁻¹.

## Second half: the gradient theorem and its consequences

The following is taken from the first half. Nucleus A carries points r_Ai = R_A + s_i with constant offsets s_i and bare weights ω_i. The Becke weights w_A add to one at every r. The symbol ∂_C means the gradient with respect to R_C at fixed r, ∇ the gradient with respect to r, and D_C the total derivative with respect to R_C at a carried point. The computed integral and the two results needed are

E_Q = Σ_A Σ_i ω_i w_A(r_Ai) f(r_Ai),
Σ_A ∂_C w_A = 0,
D_C w_A = ∂_C w_A + δ_AC ∇w_A, with Σ_C D_C w_A = 0.

For any function h, scalar or vector, write

Q_A[h] = Σ_i ω_i w_A(r_Ai) h(r_Ai), Q[h] = Σ_A Q_A[h].

Thus Q_A is the part of the quadrature belonging to cell A, and E_Q = Q[f].

**Assumptions.** The function f is differentiable at the grid points and moves with the molecule: f(r + d; R + d) = f(r; R). The offsets, bare weights and atomic sizes do not depend on R. For the statements about refined grids, it is also assumed that the sums converge to the corresponding integrals, that differentiation under the integral sign is allowed, and that f falls off fast enough for surface terms at infinity to vanish.

**Theorem.** Define the weight term

T_C = Σ_A Σ_i ω_i f(r_Ai) D_C w_A(r_Ai).

(a) The complete gradient is

G_C = dE_Q/dR_C = Q[∂_C f] + Q_C[∇f] + T_C, and Σ_C G_C = 0.   (12)

(b) If the grid is frozen, so that point motion and weight derivatives are both omitted, what remains is F_C = Q[∂_C f]. The net force is

−Σ_C F_C = Q[∇f].   (13)

It is in general not zero on a finite grid. It vanishes as the grid is refined, and so does F_C − G_C.

(c) If the points are moved but the weights are not differentiated, what remains is M_C = Q[∂_C f] + Q_C[∇f]. Its sum over C is zero, but as the grid is refined

M_C − G_C = −T_C → −∫ f ∇w_C d³r,   (14)

which is in general not zero.

The statement that omitting weight derivatives leaves a net force therefore holds for the frozen grid of part (b). It is false for part (c), where the gradient is inconsistent with the energy although the forces balance.

*Proof of (a).* At a point carried by A the total derivative of f is D_C f = ∂_C f + δ_AC ∇f. The product rule applied to E_Q gives

dE_Q/dR_C = Σ_A Σ_i ω_i [w_A(∂_C f + δ_AC ∇f) + f D_C w_A].

The Kronecker delta selects cell C from the second term, which gives (12). For the sum, differentiate f(r + d; R + d) = f(r; R) with respect to d; this gives

Σ_C ∂_C f = −∇f.   (15)

Hence Σ_C Q[∂_C f] = −Q[∇f], while Σ_C Q_C[∇f] = Q[∇f]. These cancel, and Σ_C T_C = 0 because Σ_C D_C w_A = 0.

*Proof of (b).* Equation (15) gives Σ_C F_C = −Q[∇f], and a force is minus a gradient; this is (13). The exact integral of ∇f over all space is a surface term at infinity and vanishes, so Q[∇f] is purely a quadrature error. What the frozen grid omits is

G_C − F_C = Q_C[∇f] + T_C.

Insert D_C w_A into T_C and join its ∇w_C part to Q_C[∇f]:

G_C − F_C = Σ_A Σ_i ω_i f ∂_C w_A + Σ_i ω_i ∇(w_C f).   (16)

The second sum runs over the points of C. As the grid is refined, the first sum tends to ∫ f Σ_A ∂_C w_A d³r = 0 and the second to ∫ ∇(w_C f) d³r = 0. On a finite grid the first sum need not vanish: the different ∂_C w_A are sampled at different points, and their cancellation holds at a common point.

*Proof of (c).* The sum over C was shown to vanish in the proof of (a). By definition M_C − G_C = −T_C. Splitting T_C as before,

T_C = Σ_A Σ_i ω_i f ∂_C w_A + Σ_i ω_i f ∇w_C.

The first sum tends to zero and the second to ∫ f ∇w_C d³r. The example below shows that this integral need not vanish. ∎

This part has derived the complete gradient of the computed integral and separated the frozen-grid error, which vanishes as the grid is refined, from the error of moving the points without differentiating the weights, which in general does not. What remains is the numerical example showing that this lasting error need not vanish, together with the extension to self-consistent orbitals and the consequences for geometry searches, trajectories and torques.
